A strain-interpolated Wannier Hamiltonian with consistent gauge and energy zero

**Result and setting**

Let a two-dimensional crystal be deformed along a path with parameter s, and let H(R;s) be the Hamiltonian matrix between Wannier orbitals in the home cell and in cell R. Suppose the chosen bands stay separated from all others and the orbitals are built from them by a smooth prescription, given below. If the orbitals follow the atoms, carry the same order, sign and home cell at every strain, and if energies are counted from the vacuum level, then H(R;s) is smooth in s and can be interpolated element by element:

H(R;s) ≈ Σ_m L_m(s) H(R;s_m),  L_m(s) = Π_{l≠m} (s − s_l)/(s_m − s_l).

In the example below, five cells between −4% and +4% predict the matrices of a sixth cell at 3%, left out of the fit, to better than 10⁻³ meV per element. The predicted bands lie within 1.3 meV of a direct solution at twelve wave vectors (other points between the grid nodes reach about 2.6 meV), while strain has moved the bands at those twelve points by up to 405 meV (about 0.48 eV at the zone-boundary point k = (0, 1/2)).

The example is a honeycomb sheet with lattice constant a = 0.32 nm and two Gaussian wells per cell,

−U exp(−r²/2w²),  w = 0.055 nm,  U_A = 66 eV,  U_B = 63 eV.

One s-like orbital sits on each well. The path is ε_xx = s, ε_yy = −0.25 s, without shear or rotation, and the wells keep their fractional positions. The sheet is mirror-symmetric, so states even and odd in z do not mix; only the even ones are kept. The sheet is repeated along z with period h = 0.9 nm. Lengths are in nm and energies in eV.

Strain changes lattice vectors, so a Cartesian k or R means something different in each cell. Fractional components do not. With integer R and fractional k,

H(k) = Σ_R exp(2πi k·R) H(R),
H(R) = (1/N) Σ_k exp(−2πi k·R) H(k),

on a grid of N = 7 × 7 points, with both components of R running from −3 to 3. The plane waves exp[i(k+G)·r] also keep the same integer labels at all strains. They are selected by a 280 eV kinetic cutoff in the unstrained sheet, evaluated with a period of 1.0 nm along z, that of a taller box used below for comparison.

**The naive scheme and its first failure**

The naive scheme takes whatever Wannier matrices each calculation delivers and averages them with the weights L_m. Suppose two cells have the same hopping t, but in the second one orbital has the opposite sign. Its hopping is then −t. With weight L on the second cell the interpolated hopping is

(1 − L)t + L(−t) = (1 − 2L)t,

which vanishes halfway. Neither set of bands gives a warning, because a change of orbitals acts as

H′(k) = W(k)† H(k) W(k),  W†W = 1,

and leaves the eigenvalues unchanged. A sum of matrices transformed by different W is in general not a transform of the correct sum.

In the example, the 2% cell was scrambled on purpose: its orbitals were exchanged, one sign was reversed and one orbital was assigned to a neighbouring cell. The bands of that cell survived, as tested, but the interpolated bands at 3% were wrong by up to 1.03 eV. The weight of this cell there is 1.094 and the other weights add up to −0.094, so scrambled matrices are mixed with correct ones.

**Orbitals without eigenvector phases**

The first cure is to define the orbitals without reference to the phases of the eigenvectors. Let the columns of ψ be the two eigenvectors at k, and let those of g be Bloch sums of real trial orbitals centred on the atoms, here Gaussians of width 0.055 nm. Define

A = ψ†g = XΣY†,

where X and Y are unitary and Σ holds the singular values σ_j. We want the unitary U that brings ψU closest to g. Since the norms of ψU and g are fixed, this means maximizing

Re Tr(U†A) = Re Tr(U†XΣY†) = Re Tr(ΣZ) = Σ_j σ_j Re Z_jj,  Z = Y†U†X.

Z is unitary, so Re Z_jj ≤ 1. The maximum is reached at Z = 1, hence

U = XY† = A(A†A)^(−1/2).

The last form follows from A†A = YΣ²Y†, which gives A(A†A)^(−1/2) = XΣY† YΣ⁻¹Y† = XY†. It needs all σ_j > 0. Inserting A, with the projector P = ψψ†,

ψU = Pg (g†Pg)^(−1/2).

The eigenvectors enter through P alone. Mixing them by a unitary Q changes ψ to ψQ and U to Q†U, so the product ψU stays the same. The Hamiltonian in these orbitals is

H(k) = U†EU,  E = diag(E_1, E_2).

This formula also shows when smoothness in s can be expected. With fixed plane-wave labels the Hamiltonian matrix is a smooth function of s. P is smooth while a gap separates the two bands from all others, and the inverse square root is smooth while no σ_j reaches zero. The trial orbitals are smooth because they ride on the atoms. If the group meets another band, or the trial orbitals lose rank, the argument fails.

In the example the third even band lies 7.7 eV above the pair, in a scan of the 7 × 7 grid at −4, 0 and 4% with a smaller basis. At K, which that grid misses, a converged basis gives 7.6 eV at −4%. The smallest singular value in the five cells is 0.89, where 1 would mean that the trial functions are orthogonal to each other and lie wholly inside the group. A value below 1 can thus come from their mutual overlap as well as from parts outside the group.

The Hamiltonian has no magnetic terms and the trial orbitals are real, so complex conjugation maps the problem at k to that at −k and H(−k) = H(k)*. Therefore

H(R)* = (1/N) Σ_k exp(2πi k·R) H(−k) = H(R),

where the last step renames −k as k. The hoppings are real, and the phase freedom left for each orbital is a sign.

**Order, sign and home cell**

Projection removes arbitrary eigenvector phases, but not differences in the input: atoms listed in another order, a trial orbital with reversed sign, or an atom wrapped across the cell boundary. These are found by comparing orbitals with those of a reference cell. Equal plane-wave labels make the comparison simple. If C_0(k) and C_s(k) hold the coefficients of the orbitals, then

S(k) = C_0(k)†C_s(k)

is their overlap after the strained cell has been mapped back to the reference cell. Suppose orbital j of the strained cell corresponds to orbital i of the reference, with sign η = ±1 and a Bloch factor exp(2πi k·T) from a different home cell. If strain did not alter the shape, then

S_ij(k) = η exp(2πi k·T),
S_ij(R) = (1/N) Σ_k exp(−2πi k·R) S_ij(k) = η δ_{R,T}.

Strain lowers the peak below one but leaves it recognizable. Its position gives j and T, and its sign gives η. The repair multiplies column j by η exp(−2πi k·T) and moves it to position i. Applied to the scrambled cell, this restored the original matrices.

Across the five fitting cells the smallest peak is 0.9995, so the assignment is not in doubt. For orbitals that can rotate into one another, such as a degenerate p pair in a rotated cell, two overlaps may be comparable. A signed permutation is then insufficient, and the trial functions must follow a prescribed orientation.

**The second failure: the energy zero**

The periodic calculation used here sets the mean potential to zero. Let I be the potential of one sheet integrated over one cell, and 𝒜(s) the cell area. The mean removed is I/(𝒜h). Midway between sheets the wells have died out, so the run's potential there is

V_vac = −I/(𝒜h).

For two Gaussian wells I = −(U_A + U_B)(2π)^(3/2) w³ = −0.338 eV nm³. The unstrained area is (√3/2)a² = 0.0887 nm², and h = 0.9 nm gives V_vac = 4.24 eV, in agreement with the value read from the planar-averaged potential. It falls to 4.11 eV at 4% strain because the area grows.

The cure is to use E − V_vac. This level is unique here because the sheet is mirror-symmetric; a sheet with an out-of-plane dipole has a different vacuum level on each side, and the same side must be used in every cell. A box 1.0 nm high shifts the raw energies of the unstrained sheet at K by 0.42 eV; after alignment the two boxes agree within 0.36 meV. At a 200 eV cutoff the residue was 4.2 meV, so most of it there was basis error: with equal labels the taller box has a lower cutoff along z.

The effect on the interpolation follows from its linearity. If each cell carries an offset c_m, then

Σ_m L_m [H(k;s_m) + c_m 1] = Σ_m L_m H(k;s_m) + (Σ_m L_m c_m) 1.

All bands shift together and the gap does not change, so a check of the gap cannot detect this fault. To show it, the −2% cell was replaced by one from the taller box. Its vacuum level is 3.870 instead of 4.300 eV, and its weight at 3% is 0.219. The expected shift is

0.219 × (3.870 − 4.300) eV = −0.094 eV,

and the band error found without alignment is 94 meV. With alignment it is 0.13 meV.

If all boxes have equal height, the offsets are themselves smooth in s and the raw energies interpolate well. They still refer to a zero that moves with strain, by 4.235 − 4.113 = 0.122 eV between 0 and 4%. In a channel with graded strain this would appear as a spurious band offset.

**Interpolation error, and an estimate from one spare cell**

Let p(s) interpolate a matrix element f at s_0,…,s_n. Adding a further node x changes the polynomial to

p(s) + D(x) Π_m (s − s_m),

since the added term must vanish at the old nodes. Requiring the value f(x) at s = x gives

f(x) − p(x) = D(x) Π_m (x − s_m).

D(x) is the divided difference f[s_0,…,s_n,x]. For a smooth real f it equals the (n+1)th derivative at some intermediate strain, divided by (n+1)!. If that derivative changes little, relative to its own size, over the strain interval, D varies slowly and a spare cell can measure it. Smoothness alone does not ensure this: for f = s⁴ on the nodes −4, 0, 4 one has D(x) = x.

Take the three cells −4, 0 and 4%, with 2% as the spare. In units of (1%)³ the products are

at 3%: 7 × 3 × (−1) = −21,
at 2%: 6 × 2 × (−2) = −24.

The error at 3% should thus be 21/24 = 0.875 times the error seen at 2%. Taken over all matrix elements, this estimate misses the true error by 1.1% of its norm. The largest three-cell error is 0.26 meV. With all five cells it falls to 0.00017 meV, far below the basis error of the 280 eV set (0.3 to 1 meV in the band energies at 3%), so more cells would bring nothing here.

Matrix errors bound band errors. Let ΔH = H_int − H, and let ‖ΔH‖ be the largest magnitude of its eigenvalues. For every vector v of unit length

v†H_int v ≤ v†Hv + ‖ΔH‖.

The jth eigenvalue is the minimum, over j-dimensional subspaces, of the largest v†Hv in the subspace. It can therefore rise by at most ‖ΔH‖. Exchanging the two matrices gives the other sign, so

|E_j,int(k) − E_j(k)| ≤ ‖ΔH(k)‖ ≤ Σ_R ‖ΔH(R)‖,

where the last step is the triangle inequality, with the largest singular value as the norm for each R. At 3% the sum is 0.0013 meV and the largest band error on a 48 × 48 grid is 0.0009 meV.

**Validation at excluded strains**

That comparison uses two Wannier Hamiltonians and cannot reveal errors they share. The stricter one solves the plane-wave problem directly at Γ, K, M and nine random points. The largest deviation is 1.3 meV at +3% and 2.2 meV at −3%. At +3% the strain interpolation accounts for about 0.001 meV of it. The rest comes mainly from the finite Wannier grid: with a converged basis the 7 × 7 grid alone leaves 1.2 and 2.2 meV at these points. Twelve points do not give the zone maximum; at k = (1/14, −1/14), between grid nodes, the grid error at +3% is about 2.6 meV. Much of this error comes from the shape of the R set. The grid fixes H(R) only up to shifts of R by seven cells, and the parallelogram −3…3 places some elements far from their nearest image. Moving each element to the image with the shortest distance between the two orbitals (the Wigner–Seitz choice) lowers the largest error at thirteen test points at +3% from 2.6 to 0.5 meV, with no new calculation. A 9 × 9 grid gives 0.4 meV with the parallelogram and 0.07 meV with nearest images. To improve the bands, one should therefore use nearest images and refine the grid rather than add strained cells.

**What strain does to the valley**

The interpolated matrices can be read directly. Each A site has two tilted bonds and one vertical bond to B, with hoppings t₁ and t₂. Without strain both are −1.511 eV. At 3% they are −1.373 and −1.601 eV: the tilted bonds lengthen and the vertical one shortens. Keeping these hoppings alone,

f(k) = t₁(1 + e^(−iθ₁)) + t₂ e^(−iθ₂),  θ_j = 2πk_j,
E_± = ε̄ ± √(Δ² + |f|²),

where ε̄ is the mean on-site energy and Δ half the on-site difference. The gap is smallest where f = 0. Since 1 + e^(−iθ₁) = 2cos(θ₁/2) e^(−iθ₁/2), this requires

cos(θ₁/2) = t₂/(2t₁),  θ₂ = θ₁/2 + π.

Equal hoppings give θ₁ = 2π/3, the point K. At 3% the cosine is 0.583 and θ₁ = 1.896, a change of −0.198. The first lattice vector is now 0.3296 nm long, so the valley moves by −0.198/0.3296 = −0.60 nm⁻¹ along x, measured, like the shifts below, from the point of the strained cell that has the fractional coordinates of K. The full Hamiltonian puts the conduction minimum at −0.65 nm⁻¹; the valence top lies at −0.68 and the smallest direct gap at −0.66 nm⁻¹. The differences are due to matrix elements omitted from f and E_±. A search fixed at K would miss this motion.

The masses follow from the slope of f at its zero. Along x, δθ₂ = δθ₁/2, and f = 0 allows t₂e^(−iθ₂) to be replaced by −t₁(1 + e^(−iθ₁)):

δf = −i δθ₁ [t₁e^(−iθ₁) + ½t₂e^(−iθ₂)] = −(i/2) t₁(e^(−iθ₁) − 1) δθ₁.

Its magnitude is |t₁| sin(θ₁/2) |δθ₁|. Along y only θ₂ changes. With a_x = a(1 + ε_xx) and b_y = (√3/2)a(1 + ε_yy),

ħv_x = a_x|t₁| sin(θ₁/2),  ħv_y = b_y|t₂|.

Expanding the square root gives E₊ ≈ ε̄ + Δ + ħ²v²q²/(2Δ), so m = Δ/v². From 0 to 3%, ħv_x falls from 0.419 to 0.368 eV nm and ħv_y rises to 0.440 eV nm. Including the small change of gap, m_x should grow by a factor 1.31 and m_y shrink by 0.91. The full Hamiltonian gives 0.430/0.324 = 1.33 and 0.285/0.323 = 0.88. Direct solutions at 3% give the same masses, 0.430 and 0.285 electron masses. All these masses come from finite differences with a step of 0.3 nm⁻¹, which makes them slightly too large. As the step goes to zero they become 0.321 in both directions at 0%, and 0.428 and 0.283 at 3%; the ratios do not change.

The gap barely changes, from 1.324 to 1.337 eV, but the valence top rises by 0.191 eV and the conduction bottom by 0.203 eV relative to vacuum. The last digit is uncertain by about one unit: a converged basis gives 1.325 eV for the unstrained gap and 0.190 eV for the valence rise. Nearly all of the edge motion is common to both, which is why the energy reference matters.

For small strain the scheme reduces to deformation potentials. For a nondegenerate band with normalized eigenvector u,

dE/ds = u†(∂H/∂s)u.

The terms with du/ds add up to E d(u†u)/ds = 0. At a band edge the motion of the valley does not contribute to first order, because ∂E/∂k = 0 there. At zero strain the slopes along this path, the deformation potentials proper, are 6.8 eV for the valence top and 7.2 eV for the conduction bottom. The averages up to 3% are smaller, 0.191/0.03 = 6.4 eV and 0.203/0.03 = 6.8 eV per unit strain, because the edges do not move linearly.

**Against a real channel**

The lattice constant is typical of monolayer transition-metal dichalcogenides. The gap and the unstrained mass of 0.32 are somewhat low against rough values of 2 eV and 0.5. The valence top, 20 eV below vacuum, is far from the real value of roughly 6 eV. The gap response is also unlike that of monolayer MoS₂, whose gap shrinks by very roughly 50 meV per percent of uniaxial tension; its band edges have d character, absent here. A rough valence spin-orbit splitting of 0.15 eV would be 11% of the model gap. The scheme carries over to such a material if its larger orbital set meets the stated conditions; these numbers do not.

Real devices also break the assumed path. If a substrate blocks transverse contraction, the edges at 3% move by a further 66 and 70 meV, a third of the strain shift. Such a channel needs fitting cells that vary ε_yy independently.

The sublattices may also relax against each other. A relative shift u along y changes the vertical bond, of length d = a/√3, by dε_yy + u and the tilted ones by d(¾ε_xx + ¼ε_yy) − u/2. They become equal at u = d(ε_xx − ε_yy)/2 = 3.5 pm. Half of this, taken as a rough guess, moves the edges by 10 and 11 meV, several times the validation error. In a real calculation the atoms should be relaxed in every fitting cell, and the trial orbitals should follow them.

For carriers the parabolic mass is adequate to about 10% at moderate filling. With spin and valley degeneracy of two each, 10¹³ cm⁻² electrons have a zero-temperature Fermi energy of 34 meV, comparable with kT = 26 meV at 300 K. From (Δ + ε)² = Δ² + ħ²v²q², the energy ε above the edge obeys

ε(1 + ε/E_g) = ħ²q²/(2m),  E_g = 2Δ,

and (34 + 26) meV is 4.5% of the gap. This isotropic estimate omits trigonal warping: where the parabola gives 60 meV, the band at 3% lies 6% higher along +x and 14% lower along −x. The conductivity mass at this density and 300 K is about 10% above the edge mass in both directions. In a uniform field F along x, the two-band decay constant √(Δ² − (eFx)²)/ħv gives the tunnelling exponent

2∫κ dx = πΔ²/(ħv eF),

the integral being the area of a half-ellipse. With ħv = 0.344 eV nm, from m = Δ/v² and the mass m_x at 3%, it is 82 at 0.5 MV/cm (76 with the nearest-neighbour ħv_x), so at this field interband tunnelling is negligible in a defect-free channel of this model. The exponent falls as 1/F, to about 8 at 5 MV/cm, where tunnelling can no longer be dismissed. Charge redistribution, many-body corrections and phonons are absent from both the fit and its direct reference, so their agreement says nothing about them. The remaining values are in the numerical output.

Computed results

```
Lattice constant 0.32 nm, well width 0.055 nm, Poisson ratio 0.25
Well depths A, B: 66.0, 63.0 eV; trial width 0.055 nm
Cutoff 280.0 eV; k grid 7 x 7; plane waves at Gamma 518
Fitting strains (%): [-4.0, -2.0, 0.0, 2.0, 4.0]
Box height 0.9 nm; tall box for reference tests 1.0 nm
Gap to third even band (scan at 120 eV cutoff): 7.7 eV
Smallest projection singular value: 0.8945
Smallest pulled-back orbital overlap: 0.9995
Vacuum level of run at -4%: 4.3680 eV
Vacuum level of run at -2%: 4.3001 eV
Vacuum level of run at +0%: 4.2352 eV
Vacuum level of run at +2%: 4.1730 eV
Vacuum level of run at +4%: 4.1134 eV
Vacuum level of run at -2%, tall box: 3.8701 eV
Two boxes, same sheet, raw difference: 0.4232 eV
Two boxes, after alignment: 0.3629 meV
Same at 200 eV cutoff: 4.1991 meV
0%: on-site A, B -19.95916, -18.60203 eV
0%: hopping tilted, vertical -1.51056, -1.51056 eV
3% interpolated: on-site A, B -19.78904, -18.42091 eV
3% interpolated: hopping tilted, vertical -1.37295, -1.60117 eV
3% direct: on-site A, B -19.78904, -18.42091 eV
3% direct: hopping tilted, vertical -1.37295, -1.60117 eV
Lagrange weights at 3%: [-0.03906  0.21875 -0.54688  1.09375  0.27344]
Largest band change from 0% to 3%, 12 k points: 404.62 meV
Band error against direct solution at +3%: 1.2506 meV
Band error against direct solution at -3%: 2.2311 meV
Largest H(R) error, 3 cells: 0.26116 meV; 5 cells: 0.00017 meV
Relative miss of the 3-cell remainder estimate: 0.0113
Band error on fine grid 0.00091 meV; bound 0.00133 meV
Band error, -2% cell from tall box, aligned: 0.1312 meV
Same without common energy zero: 94.02 meV
Band error with one scrambled cell: 1.028 eV
0%: valence top -20.2673, conduction bottom -18.9429, gap 1.3244 eV
3% interpolated: top -20.0768, bottom -18.7403, gap 1.3365 eV
3% direct Wannier: top -20.0768, bottom -18.7403, gap 1.3365 eV
Valley drift from K at 3%, x, y: -0.6474, 0.0001 nm^-1
Same, from held-out cell: -0.6474, 0.0001 nm^-1
Electron mass at 0%, x, y: 0.3236, 0.3232 m_e
Electron mass at 3%, interpolated: 0.4304, 0.2845 m_e
Electron mass at 3%, direct: 0.4303, 0.2848 m_e
Mass finite-difference step: 0.3 nm^-1
Neglected sublattice shift (half of equal-bond value): 1.732 pm
  moves top, bottom by 10.34, 11.01 meV
No transverse contraction: top, bottom move 65.60, 69.92 meV
Rough spin-orbit splitting (input) 0.15 eV; share of gap 0.112
kT at 300 K 25.85 meV; Fermi energy at 1e13 cm^-2 34.20 meV
Nonparabolicity scale, (Fermi energy + kT)/gap: 0.0449
Tunnelling exponent at 0.5 MV/cm: 81.6
```
